\section*{Off-shell Ward-Takahashi identity for QED trees and its LSZ limit}

\section{What fails without the identity}

A photon-emission amplitude has the form $\epsilon^*_\mu A^\mu$. The polarization vector is defined up to $\epsilon^*_\mu\to\epsilon^*_\mu+c\,k_\mu$, with $k$ the photon momentum, so the amplitude has a meaning only if $k_\mu A^\mu=0$. A program that omits one diagram, or gives one a wrong sign, returns a number that depends on $c$. In the four-leg example below, leaving out either of the two diagrams in which fermion 1 goes to $p'_1$ and emits the photon makes $|k_\mu A^\mu|=0.24$, while the largest component of the correct $A^\mu$ is $0.52\,m^{-1}$.

The opposite mistake is to demand a vanishing contraction while the fermion legs are off shell. There the contraction equals a definite sum of functions without the current, called contact terms. One needs this sum to test off-shell code, and one needs to know why it disappears on shell.

\section{Conventions and statement}

We use $\hbar=c=1$, except where $\hbar$ counts loops, and the metric $(+,-,-,-)$. For one Dirac field of charge $e$,
\begin{equation}
\mathcal L=\bar\psi(i\slashed\partial-m)\psi-e\bar\psi\slashed A\psi
-\tfrac14F_{\mu\nu}F^{\mu\nu}-\tfrac1{2\xi}(\partial\cdot A)^2 ,
\qquad j^\mu=\bar\psi\gamma^\mu\psi .
\end{equation}
The propagators are
\begin{equation}
S(p)=\frac{i}{\slashed p-m},\qquad
D_{\mu\nu}(k)=\frac{-i}{k^2}\Big[g_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\Big].
\end{equation}
Momenta are kept away from the poles, so the $i\varepsilon$ terms are not written.

Let $X=\psi(x_1)\cdots\psi(x_N)\,\bar\psi(y_N)\cdots\bar\psi(y_1)$. The number of legs is $n=2N$: under a constant phase rotation of the fields a product with unequal numbers of $\psi$ and $\bar\psi$ acquires a phase, while its expectation value cannot change, so that value is zero. The connected tree function $G$ is defined by
\begin{equation}
\int\!\prod_i d^4x_i\,e^{ip'_i\cdot x_i}\prod_j d^4y_j\,e^{-ip_j\cdot y_j}\,
\langle X\rangle=(2\pi)^4\delta^4\Big(\sum p'-\sum p\Big)\,G(p';p).
\label{eq:G}
\end{equation}
Thus $p'_i$ leaves the diagram and $p_j$ enters it. With $j^\mu(x)$ inserted and the extra factor $\int d^4x\,e^{-iq\cdot x}$, the same definition gives $G^\mu(q;p';p)$ multiplied by $(2\pi)^4\delta^4(\sum p'-\sum p-q)$, so $q$ flows in. The identity is
\begin{equation}
\boxed{\,i q_\mu G^\mu=-\sum_{i=1}^N G(\ldots,p'_i-q,\ldots;p)
+\sum_{j=1}^N G(p';\ldots,p_j+q,\ldots)\,}
\label{eq:WT}
\end{equation}
for off-shell momenta and any $\xi$.

\section{Change of variables}

Add a source $B_\mu$ for the current and sources for the fields:
\begin{equation}
e^{iW/\hbar}=\int\! d\psi\, d\bar\psi\, dA\;
\exp\frac i\hbar\Big\{S-\int B_\mu j^\mu+\int(\bar\eta\psi+\bar\psi\eta+J\cdot A)\Big\}.
\end{equation}
Now rename the integration variables by
\begin{equation}
\psi=e^{i\alpha(x)}\psi',\qquad \bar\psi=\bar\psi' e^{-i\alpha(x)},\qquad A_\mu\ \text{unchanged}.
\end{equation}
Because $A$ is not transformed, the gauge-fixing term does not move. The mass term and the coupling to $A$ contain $\bar\psi$ and $\psi$ at the same point, and their phases cancel. The kinetic term alone changes:
\begin{equation}
\bar\psi\,i\slashed\partial\psi
=\bar\psi' e^{-i\alpha}\,i\gamma^\mu\big(i\,\partial_\mu\alpha\,e^{i\alpha}\psi'+e^{i\alpha}\partial_\mu\psi'\big)
=\bar\psi' i\slashed\partial\psi'-(\partial_\mu\alpha)\,\bar\psi'\gamma^\mu\psi' .
\end{equation}
The extra term has the form of the $B$ coupling, so it replaces $B$ by $B+\partial\alpha$. The source terms become $\bar\eta e^{i\alpha}\psi'$ and $\bar\psi' e^{-i\alpha}\eta$.

On a finite set of sites, the Berezin Jacobian of $\psi$ is a product of factors $e^{-i\alpha}$ and that of $\bar\psi$ a product of factors $e^{i\alpha}$; together they give one. Hence
\begin{equation}
W[\eta,\bar\eta,J,B]=W[e^{-i\alpha}\eta,\;\bar\eta e^{i\alpha},\;J,\;B+\partial\alpha].
\label{eq:W}
\end{equation}
For trees the measure is not needed at all. The tree part of $W$ is the stationary value of the expression in braces, and renaming the variables does not alter a stationary value.

To first order in $\alpha$, with left derivatives for the Grassmann sources,
\begin{equation}
0=\int d^4x\Big[\partial_\mu\alpha\frac{\delta W}{\delta B_\mu}
-i\alpha\,\eta\frac{\delta W}{\delta\eta}+i\alpha\,\bar\eta\frac{\delta W}{\delta\bar\eta}\Big].
\label{eq:lin}
\end{equation}
This is linear in $W$ and its coefficients do not contain $\hbar$. It therefore holds for connected functions, which $W$ generates, and for each term of $W=W_0+\hbar W_1+\ldots$ separately. We keep the tree term $W_0$, set $\hbar=1$ and write $w=iW_0$.

\section{From sources to contact terms}

Differentiating the exponential with respect to $B_\mu$ brings down $-ij^\mu$. In the presence of sources, therefore,
\begin{equation}
\langle j^\mu\rangle=i\frac{\delta w}{\delta B_\mu}=-\frac{\delta W_0}{\delta B_\mu}.
\end{equation}
Take $\alpha$ of compact support and integrate the first term of \eqref{eq:lin} by parts. It becomes $+\int\alpha\,\partial_\mu\langle j^\mu\rangle$. Since $\alpha(x)$ is arbitrary, the integrand vanishes at each point:
\begin{equation}
\partial_\mu\langle j^\mu(x)\rangle
=\eta(x)\frac{\delta w}{\delta\eta(x)}-\bar\eta(x)\frac{\delta w}{\delta\bar\eta(x)} .
\label{eq:local}
\end{equation}

A field $\psi(x_i)$ is produced by $-i\,\delta/\delta\bar\eta(x_i)$, and $\bar\psi(y_j)$ by $+i\,\delta/\delta\eta(y_j)$; the second sign arises from moving the derivative past $\bar\psi$. Apply these derivatives to \eqref{eq:local} and then set the sources to zero. A term survives only if a derivative removes the explicit source. For a function $f$ of the sources,
\begin{align}
\frac{\delta}{\delta\bar\eta(x_i)}\Big[\bar\eta(x)\frac{\delta f}{\delta\bar\eta(x)}\Big]
&=\delta^4(x-x_i)\frac{\delta f}{\delta\bar\eta(x)}
-\bar\eta(x)\frac{\delta}{\delta\bar\eta(x_i)}\frac{\delta f}{\delta\bar\eta(x)}\nonumber\\
&=\delta^4(x-x_i)\frac{\delta f}{\delta\bar\eta(x)}
+\bar\eta(x)\frac{\delta}{\delta\bar\eta(x)}\frac{\delta f}{\delta\bar\eta(x_i)} .
\end{align}
The first minus sign comes from passing $\bar\eta$, the second from exchanging two Grassmann derivatives. The derivative that removes the source is thus replaced, in its own place, by an equal one at $x$, and no ordering sign is left over. The same holds for $\eta$. The result is
\begin{equation}
\partial_\mu\langle j^\mu(x)X\rangle
=\Big[-\sum_i\delta^4(x-x_i)+\sum_j\delta^4(x-y_j)\Big]\langle X\rangle .
\label{eq:pos}
\end{equation}
The current is conserved except at the points where the external fields create or remove charge.

The numerical check includes a three-site Berezin integral with a quartic interaction, in which the derivative of the action with respect to a local phase replaces $\partial_\mu j^\mu$. For $X=\psi_0\psi_1\bar\psi_1\bar\psi_2$ it finds $\langle X\rangle=0.158-0.050i$. The insertion gives $-\langle X\rangle$ at site 0, zero at site 1, where the two phases cancel, and $+\langle X\rangle$ at site 2, as \eqref{eq:pos} requires.

Now take the Fourier transform. On the left, integration by parts gives
\begin{equation}
\int d^4x\,e^{-iq\cdot x}\,\partial_\mu\langle j^\mu X\rangle
=iq_\mu\int d^4x\,e^{-iq\cdot x}\langle j^\mu X\rangle .
\end{equation}
On the right, $\delta^4(x-x_i)$ turns $e^{-iq\cdot x}e^{ip'_i\cdot x_i}$ into $e^{i(p'_i-q)\cdot x_i}$, and $\delta^4(x-y_j)$ turns $e^{-iq\cdot x}e^{-ip_j\cdot y_j}$ into $e^{-i(p_j+q)\cdot y_j}$. By \eqref{eq:G} each term is a shifted $G$ with the delta function $\delta^4(\sum p'-\sum p-q)$. This factor is common to both sides, and removing it gives \eqref{eq:WT}.

\section{The same result from diagrams}

To compute $G$, match each incoming leg with an outgoing leg, which defines $N$ fermion lines. Connect the lines into a tree with $N-1$ photons, sum over the orderings of the vertices on each line and over all trees, and multiply by $(-ie)^{2(N-1)}=(-e^2)^{N-1}$ and by the sign of the matching permutation. For $N=2$,
\begin{equation}
G=-e^2\big[S(p'_1)\gamma^\mu S(p_1)\big]D_{\mu\nu}(p'_1-p_1)
\big[S(p'_2)\gamma^\nu S(p_2)\big]-(\text{outgoing legs exchanged}).
\end{equation}
For $G^\mu$, insert $\gamma^\mu$ in every possible place on every line. An external photon with its propagator removed is the same insertion times $-ie$, because in a tree without fermion loops it can end only on one of these lines.

From $\slashed p-m=iS^{-1}(p)$ we have
\begin{equation}
\slashed q=i\big[S^{-1}(p+q)-S^{-1}(p)\big],\qquad
S(p+q)\,\slashed q\,S(p)=i\big[S(p)-S(p+q)\big].
\label{eq:tele}
\end{equation}
Multiplied by $i$, the second relation is \eqref{eq:WT} for $N=1$.

Consider next a line with $r$ photon vertices in a fixed order and propagators $S(P_0),\ldots,S(P_r)$. Let $U_a$ be this chain with $q$ added to every $P_b$ with $b\ge a$. Inserting $\slashed q$ into propagator $a$ leaves the earlier propagators unshifted and shifts the later ones, so \eqref{eq:tele} gives $i(U_{a+1}-U_a)$. The sum telescopes:
\begin{equation}
i\sum_{a=0}^{r} i\,(U_{a+1}-U_a)=-U_{r+1}+U_0 .
\end{equation}
In $U_{r+1}$ nothing is shifted, so the line runs from $p$ to $p'-q$. In $U_0$ everything is shifted, and it runs from $p+q$ to $p'$. The photons carry the same momenta in both, and these are the momenta they have in the shifted functions $G$. Summing over lines, trees and matchings reproduces \eqref{eq:WT}.

This derivation also shows what the identity cannot detect. It holds for each matching and each tree separately, so a wrong exchange sign or a wrong relative weight of two trees passes unnoticed. The exchange sign needs its own check. In the site model, the first-order connected function computed from the integral and the one given by the tree rule are both $-0.0400+0.0004i$.

The cancellation also requires the vertex to match the propagator. If $m$ is replaced by $m+\Sigma(p)$ in the propagators but the vertex remains $\gamma^\mu$, then
\begin{equation}
i\big[S^{-1}(p+q)-S^{-1}(p)\big]=\slashed q-\Sigma(p+q)+\Sigma(p),
\end{equation}
and \eqref{eq:WT} fails unless $\Sigma$ is constant. For $\Sigma=a\slashed p+b$ the right side is $(1-a)\slashed q$. The chain then still telescopes, $iq_\mu G^\mu$ equals the contact terms times $1/(1-a)$, and the contraction still vanishes on the shifted mass shell. For a $\Sigma$ proportional to $p^2$ the difference is not proportional to $\slashed q$, and the chain does not telescope.

Explicit diagram sums at random off-shell momenta satisfy \eqref{eq:WT} for $n=2,4,6$, with mismatches of at most a few times $10^{-15}$ relative to the largest component of the contact terms. For $n=4$ the largest component of $iq_\mu G^\mu$ is $0.39\,m^{-6}$ at $\xi=1$ and $3.1\,m^{-6}$ at $\xi=3$. Both sides depend on the gauge parameter; their equality does not.

\section{Which poles the contact terms lack}

Take $N\ge2$. Every external leg of a connected tree ends in its own propagator, so
\begin{equation}
G^\mu=\prod_iS(p'_i)\;\Gamma^\mu\;\prod_jS(p_j),
\end{equation}
with spinor indices understood. This function has a pole in each of the $2N$ variables $p'^2_i$, $p_j^2$ at $m^2$. In the contact term of outgoing leg $l$, the factor $S(p'_l)$ is replaced:
\begin{equation}
G(\ldots,p'_l-q,\ldots;p)=S(p'_l-q)\prod_{i\ne l}S(p'_i)\;\Gamma_{\rm shifted}\;\prod_jS(p_j).
\label{eq:lack}
\end{equation}
As $p'^2_l\to m^2$, the denominator of the new propagator tends to
\begin{equation}
(p'_l-q)^2-m^2\;\to\;q^2-2p'_l\cdot q .
\label{eq:cond}
\end{equation}
If this is nonzero and the internal lines in $\Gamma_{\rm shifted}$ are off their poles, the term is finite there. It retains the other $2N-1$ poles. For an incoming leg, $S(p_l)$ becomes $S(p_l+q)$ and the condition is $q^2+2p_l\cdot q\ne0$.

For a real emitted photon, $q=-k$ and $k^2=0$. The two expressions become $2p'_l\cdot k$ and $-2p_l\cdot k$. They are nonzero for massive fermions and $k\ne0$, because $E>|\mathbf p|$ makes $p\cdot k$ positive.

LSZ reduction multiplies by inverse propagators and spinors. At tree level the pole is at the Lagrangian mass and its residue needs no correction factor, so
\begin{equation}
A^\mu=\lim_{\text{on shell}}\ \prod_i\bar u(\hat p'_i)S^{-1}(p'_i)\;G^\mu\;\prod_jS^{-1}(p_j)u(\hat p_j),
\end{equation}
and the emission amplitude is $i\mathcal M=-ie\,\epsilon^*_\mu A^\mu$. Hats denote on-shell momenta. Approach them along $p=\hat p+\lambda d$, with displacements $d$ that conserve momentum at fixed $q$. The Dirac equation $\bar u(\hat p)(\slashed{\hat p}-m)=0$ gives
\begin{equation}
\bar u(\hat p)S^{-1}(p)=-i\,\bar u(\hat p)(\slashed{\hat p}+\lambda\slashed d-m)=-i\lambda\,\bar u(\hat p)\slashed d .
\end{equation}
In $G^\mu$ each such factor meets its own propagator, $\bar uS^{-1}(p)S(p)=\bar u$, and $A^\mu$ is finite. In \eqref{eq:lack} leg $l$ has no matching propagator, so one factor of $\lambda$ survives. Incoming legs behave alike, with $S^{-1}(p)u(\hat p)=-i\lambda\slashed d\,u(\hat p)$. Every contact term vanishes linearly, and
\begin{equation}
q_\mu A^\mu=0 .
\end{equation}

The limit is not uniform for soft photons. For an outgoing leg with $p'^2-m^2=\delta$, the shifted denominator is $\delta+2p'\cdot k$. The contact term is suppressed only when $|\delta|\ll2p'\cdot k$. If instead $k\to0$ at fixed $\delta$, each reduced contact term tends, up to sign, to the amplitude without the photon. Their sum $q_\mu A^\mu$ still vanishes in proportion to $k$, but only because $A^\mu$ stays finite: $|k_\mu A^\mu|/(k^0\max|A^\mu|)$ in general remains of order one. For a transverse $A^\mu$ the mass-shell limit must be taken before $k\to0$.

The case $N=1$ is separate, because $p'-q=p$ is itself the other external momentum. Two inverse propagators now meet one propagator:
\begin{equation}
iq_\mu A^\mu=\bar u(p')S^{-1}(p')\big[-S(p)+S(p')\big]S^{-1}(p)u(p)
=\bar u(p')\big[-S^{-1}(p')+S^{-1}(p)\big]u(p)=0 .
\end{equation}
The first term vanishes by the Dirac equation on the left, the second by the one on the right. This is $\bar u(p')\slashed q\,u(p)=0$.

\section{Worked example: emission with four fermion legs}

Two identical fermions scatter and emit a photon. We set $m=1$ and $e^2=4\pi\alpha_{\rm fs}=0.0917$, where $\alpha_{\rm fs}$ is the fine-structure constant. The momenta $(E,p_x,p_y,p_z)$, in units of $m$, are
\begin{align}
p'_1&=(1.2207,\,0.6000,\,0.2000,\,-0.3000), & p_1&=(1.7708,\,0.1610,\,1.3497,\,0.5367),\nonumber\\
p'_2&=(1.3784,\,-0.5000,\,0.4000,\,0.7000), & p_2&=(1.5283,\,0.1390,\,-1.0497,\,0.4633),\nonumber\\
k&=(0.7,\,0.2,\,-0.3,\,0.6). &&
\end{align}
All spinors are $u(p)=(\slashed p+m)\chi/\sqrt{E+m}$ with $\chi=(1,0,0,0)^T$ in the Dirac representation, so that $\bar uu=2m$. The eight diagrams (two matchings, two lines, two orderings) add up to
\begin{align}
A^0&=0.26406+0.08289i, & A^1&=-0.39052+0.02155i,\nonumber\\
A^2&=-0.32123+0.41316i, & A^3&=0.27762+0.29610i,
\end{align}
in units of $m^{-1}$. These digits belong to unrounded on-shell momenta, with $p_1=(1.770762,\,0.161024,\,1.349656,\,0.536747)$ and $p_2=p'_1+p'_2+k-p_1$. The four-digit momenta above shift the components by up to $6\times10^{-5}$ and leave $|k_\mu A^\mu|\approx2\times10^{-5}$. With the metric signs, $k_\mu A^\mu=0.7A^0-0.2A^1+0.3A^2-0.6A^3$:
\begin{align}
\mathrm{Re}:&\quad 0.18484+0.07810-0.09637-0.16657=0.00000,\nonumber\\
\mathrm{Im}:&\quad 0.05802-0.00431+0.12395-0.17766=0.00000 .
\end{align}
At full precision the modulus is of order $10^{-17}$, which is rounding error.

Single diagrams do not vanish. Take the matching $p_1\to p'_1$ with emission from line 1. By \eqref{eq:tele} and the Dirac equation,
\begin{equation}
\bar u(p'_1)\slashed q\,S(p'_1-q)=-i\bar u(p'_1),\qquad
S(p_1+q)\slashed q\,u(p_1)=+i\,u(p_1).
\end{equation}
Emission after and before the exchange therefore leave the same remainder with opposite signs. The current of line 2 is conserved on shell, so neither diagram depends on $\xi$. The two contractions with $q$ are
\begin{equation}
-0.191-0.145i\qquad\text{and}\qquad +0.191+0.145i .
\end{equation}
Each has modulus $0.24$, the error quoted at the start. The other six diagrams cancel in three such pairs.

Moving all four legs off shell by $\lambda d$ gives the following values, with $d=(0.3,0.1,-0.2,0.4)$ for $p'_1$, $(0.5,-0.3,0.2,0.1)$ for $p'_2$, $(0.4,0.2,0.1,-0.1)$ for $p_1$ and $(0.4,-0.4,-0.1,0.6)$ for $p_2$, in units of $m$. Here $A^\mu$ denotes the reduced function before the limit is taken.
\begin{center}
\begin{tabular}{cccc}
$\lambda$ & $\max|p^2-m^2|/m^2$ & $\max|A^\mu|\,m$ & $|q_\mu A^\mu|$\\
$10^{-2}$ & $1.19\times10^{-2}$ & $0.525$ & $8.50\times10^{-3}$\\
$10^{-3}$ & $1.19\times10^{-3}$ & $0.524$ & $8.53\times10^{-4}$\\
$10^{-5}$ & $1.19\times10^{-5}$ & $0.523$ & $8.53\times10^{-6}$
\end{tabular}
\end{center}
The current stays finite while its contraction falls in proportion to $\lambda$. Before the LSZ factors are applied, $G^\mu$ grows as $\lambda^{-4}$ and each contact term as $\lambda^{-3}$: one pole is missing from each. To identify it, the numerical check brings one leg at a time to its shell and keeps the other three away. The contact term of that leg then has exponent $0$, and the other three have exponent $-1$.

For an implementation this fixes the order of checks. Compare both sides of \eqref{eq:WT} off shell, where in general neither vanishes, and verify the exchange sign separately. Then require $q_\mu A^\mu=0$ on shell. If the legs are slightly off shell, the tolerance must scale with the displacement $p-\hat p=\lambda d$ from the momenta at which the spinors are evaluated, because the surviving factor is $\lambda\,\bar u(\hat p)\slashed d$. For generic $d$, as in the table, this is proportional to $|p^2-m^2|$. For $d$ tangent to the mass shell, $|p^2-m^2|$ is of order $\lambda^2$ while the contraction remains of order $\lambda$. If each spinor is built from the three-momentum of its own leg, only the energy is displaced and $|p^2-m^2|$ is again the scale. For soft photons the two parts of the displacement act differently. With $\delta=p^2-m^2$, the Dirac equation gives for an outgoing leg
\begin{equation}
\bar u(\hat p)S^{-1}(p)S(p+k)=\bar u(\hat p)\,\frac{\delta+\lambda\slashed d\slashed k}{\delta+2p\cdot k} .
\end{equation}
While $|\delta|\ll2p\cdot k$, the part of the tolerance proportional to $|p^2-m^2|$ grows as $1/(2p\cdot k)$. The part of order $\lambda$ that remains for tangent $d$ does not grow, because $\slashed k/(2p\cdot k)$ stays bounded as $k\to0$.

\section*{Computed results}
\begin{verbatim}
Site model: <X> = 0.158447-0.050465j (dimensionless)
  site 0: net phase +1, <div j X> = -0.158447+0.050465j
  site 1: net phase +0, <div j X> = 0.000000-0.000000j
  site 2: net phase -1, <div j X> = 0.158447-0.050465j
Site model, connected slope: numeric -0.039975+0.000381j, tree -0.039975+0.000381j
e^2 = 0.091701 (dimensionless), m = 1.0 (unit of mass)
Off-shell identity, random momenta: largest component of i q.G
  n=2 xi=1: 5.2077e-01 m^-1, relative mismatch 1e-16
  n=2 xi=3: 5.2077e-01 m^-1, relative mismatch 1e-16
  n=4 xi=1: 3.9236e-01 m^-6, relative mismatch 2e-15
  n=4 xi=3: 3.1001e+00 m^-6, relative mismatch 3e-15
  n=6 xi=1: 1.3173e-04 m^-11, relative mismatch 6e-16
  n=6 xi=3: 6.3126e-04 m^-11, relative mismatch 6e-16
On-shell momenta (E, px, py, pz) in units of m
  out 1: +1.22066 +0.60000 +0.20000 -0.30000
  out 2: +1.37840 -0.50000 +0.40000 +0.70000
  in 1: +1.77076 +0.16102 +1.34966 +0.53675
  in 2: +1.52830 +0.13898 -1.04966 +0.46325
  photon: +0.70000 +0.20000 -0.30000 +0.60000
Amputated on-shell current A^mu in m^-1
  mu=0: 0.264057+0.082892j
  mu=1: -0.390517+0.021554j
  mu=2: -0.321233+0.413158j
  mu=3: 0.277623+0.296102j
|q.A| on shell = 4e-17 (dimensionless)
q.(emission after exchange)  = -0.191426-0.145217j (dimensionless)
q.(emission before exchange) = 0.191426+0.145217j (dimensionless)
Approach to the shell: lambda, max|p^2-m^2| (m^2), max|A^mu| (m^-1), |q.A|
  1e-02  1.191e-02  0.525267  8.5010e-03
  1e-03  1.190e-03  0.523536  8.5300e-04
  1e-04  1.190e-04  0.523364  8.5329e-05
  1e-05  1.190e-05  0.523347  8.5332e-06
Power of lambda: G^mu -4.000; contact terms -3.000 -3.000 -3.000 -3.000
Power after LSZ factors: q.A 1.000; contact terms 1.000 1.000 1.000 1.000
Pole exponents, one leg near shell; columns: contact term of out1 out2 in1 in2
  out 1: +0.000 -1.000 -1.000 -1.000
  out 2: -1.000 +0.000 -1.000 -1.000
  in 1: -1.000 -1.000 +0.000 -1.000
  in 2: -1.000 -1.000 -1.000 -0.000
\end{verbatim}
